Second-order wall loss from recombination of mobile adsorbed atoms, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Encounters on the surface and the rate balance

A reactor model needs a boundary condition for each radical. One choice is a fixed loss probability γ, so that the wall removes γΓ atoms per unit area and time from an incident flux Γ. If adsorbed atoms must first find each other, γ may itself be proportional to Γ. A constant fitted at one radical density then gives the wrong loss at another. The decision between a constant γ and a flux-dependent γ rests on how adsorption, desorption and surface encounters compete.

**The model**

The wall is an infinite square lattice with N_s identical sites per unit area. Its rules are these.

1. Atoms strike each site at rate Γ/N_s. On an empty site they stick with probability s₀; otherwise they return to the gas as atoms. On an occupied site they also return as atoms.

2. An adsorbed atom desorbs at rate k_d and attempts hops at total rate ν_h, one quarter of it toward each nearest neighbour.

3. A hop to an empty site moves the atom. A hop to an occupied site forms a molecule, which leaves at once.

There are no other forces between adatoms. All rates are constant, and the surface has reached the stationary state that develops from an empty wall. Define

F = s₀Γ/N_s, x = F/k_d, ε = k_d/ν_h.

F is the sticking rate per empty site. The dimensionless flux x compares it with desorption, and 1/ε is the mean number of hops in an adatom's desorption lifetime. The coverage θ is the probability that a site is occupied. The loss L is the number of atoms leaving as molecules per unit area and time, and γ = L/Γ. The local order of the loss is

p = d ln L / d ln Γ.

Thus p = 1 means a constant γ, and p = 2 means that γ grows in proportion to Γ.

**Theorem**

Let K(m) be the complete elliptic integral

K(m) = ∫₀^(π/2) dφ / √(1 − m sin²φ),

and set

c = π(1 + ε)/(2K(m)) − ε, m = 1/(1 + ε)², b = 2c/ε.

(a) For the lattice model, as Γ → 0 with the other rates fixed,

L/Γ² → K₂ = 2cν_h s₀²/(k_d² N_s).

(b) If the pair factor c is kept constant at finite coverage, then

γ/s₀ = (S − 1)/(S + 1), S = √[1 + 4bx/(1 + x)²],

p = 1 + (1 − x)/√[(1 + x)² + 4bx].

(c) Within the closure of (b), the order is close to two if and only if 2(1 + b)x ≪ 1. For b ≫ 1 it is close to one throughout 1/b ≪ x ≪ b.

(d) Suppose a small fraction φ of isolated sites binds atoms permanently between reactions, and every arriving mobile atom either fills such a site or reacts there. Second-order loss then also requires θ ≫ φ/2. For b ≫ 1, a second-order window exists only if φcν_h/k_d ≪ 1.

Part (a) is a limit of the stated lattice process. Parts (b) and (c) use a closure, and (d) adds the approximation of isolated strong sites.

**Lemma 1: the count of encounters**

Let q be the probability that two given neighbouring sites are both occupied. Then

L = 2N_sν_h q, (1)

F(1 − θ) = k_dθ + 2ν_h q. (2)

Proof. Consider one site. The atom on it hops toward a particular neighbour at rate ν_h/4, and both sites are occupied with probability q. Summing over four neighbours gives 4(ν_h/4)q = ν_h q reactive hops per site and unit time. The hop of A onto B and the hop of B onto A are different events. Each is assigned to the site from which the moving atom starts, so neither is counted twice.

Each event removes two atoms, hence the factor 2 in (1). Hops to empty sites conserve the number of atoms. Stationarity therefore equates adsorption, F(1 − θ), with desorption plus recombination, which is (2). ∎

If the surface were well mixed, q would equal θ². On a lattice it need not: two neighbouring mobile atoms are likely to have met and vanished already.

**Lemma 2: size of the occupation probabilities**

The probability that n given distinct sites are all occupied is at most xⁿ.

Proof. Construct a comparison process in which every sticking attempt creates a walker, even on an occupied site. These walkers hop and desorb at the same rates but neither block nor annihilate one another. Each real adatom can be identified with one such walker until the real adatom disappears. Real atoms therefore form a subset of the walkers.

Independent creation, motion and removal starting from an empty wall give independent Poisson numbers on different sites. Their common mean M₁ obeys dM₁/dt = F − k_dM₁, so M₁ ≤ F/k_d = x. A site holds at least one walker with probability 1 − exp(−M₁) ≤ x. Independence gives xⁿ for n sites, and the real atoms cannot exceed this bound. ∎

In particular θ ≤ x and q ≤ x². Equation (2) then gives

θ = x − xθ − 2q/ε = x + O(x²). (3)

The constants hidden in O(x²) depend on ε, which is held fixed.

**Lemma 3: pair depletion at low flux**

As x → 0,

q = cx² + O(x³). (4)

Proof. Let ρ(r) be the probability that two sites separated by the lattice vector r are both occupied, with r ≠ 0. Set ρ(0) = 0, because two atoms that reach the same site react. Let 𝓜ρ(r) be the average of ρ over the four neighbours of r.

Adsorption creates the pair when one site is occupied and the other is empty. There are two ways, giving 2F(θ − ρ). Desorption of either atom removes it at rate 2k_dρ. Hops of either atom take the pair away at rate 2ν_hρ and bring it from neighbouring separations at rate 2ν_h𝓜ρ. Corrections from a third atom, which blocks or destroys the pair, are O(x³) by Lemma 2. Since Fρ is also O(x³),

0 = 2Fθ − 2k_dρ + 2ν_h(𝓜ρ − ρ) + O(x³). (5)

From (3), Fθ = k_dx² + O(x³). Write ρ = x²h + e, where h satisfies

ε(1 − h) + 𝓜h − h = 0 for r ≠ 0, h(0) = 0. (6)

The remainder obeys (k_d + ν_h)e − ν_h𝓜e = O(x³), with e(0) = 0. If E is the largest possible value of |e|, then (k_d + ν_h)E ≤ ν_hE + O(x³). Subtracting ν_hE gives E = O(x³), since k_d is positive and fixed.

It remains to find h at a neighbouring site. Put w = 1 − h. Since the average of 1 is 1, (6) becomes

(1 + ε)w − 𝓜w = 0 for r ≠ 0, w(0) = 1. (7)

Let g be the bounded lattice Green function defined by

(1 + ε)g − 𝓜g = 1 at r = 0, and 0 elsewhere.

Then w(r) = g(r)/g(0). At the origin all four neighbours have the same value g(1), so

(1 + ε)g(0) − g(1) = 1.

Division by g(0) gives w(1) = 1 + ε − 1/g(0), and therefore

h(1) = 1 − w(1) = 1/g(0) − ε. (8)

A Fourier transform turns 𝓜 into multiplication by (cos k₁ + cos k₂)/2. Thus g(0) is the average, over both angles, of

1/[1 + ε − (cos k₁ + cos k₂)/2].

Set k₁ = u + v and k₂ = u − v. The sum of cosines is 2 cos u cos v, and averaging u and v over full periods covers the original angles uniformly. With a = 1 + ε, we need the average of 1/(a − cos u cos v).

First average over v. Put B = cos u and t = tan(v/2), for which dv = 2dt/(1 + t²) and cos v = (1 − t²)/(1 + t²). Then

(1/2π)∫ dv/(a − B cos v)
= (1/π)∫₋∞^∞ dt/[(a − B) + (a + B)t²]
= 1/√(a² − B²).

The average over u is four equal quarter-period integrals:

g(0) = (2/π)∫₀^(π/2) du/√(a² − cos²u) = 2K(1/a²)/(πa).

The replacement u → π/2 − u changes cosine to sine and gives the stated K. Substitution in (8) gives h(1) = c, which proves (4). ∎

Equation (7) also gives c a direct meaning. The quantity w(1) is the probability that two adatoms starting on neighbouring sites meet before either desorbs. Hence c is the probability that they do not meet, and 0 < c < 1.

**Proof of part (a)**

Insert (4) into (1) and use x = s₀Γ/(k_dN_s):

L = 2N_sν_hc[s₀Γ/(k_dN_s)]² + O(Γ³)
= [2cν_hs₀²/(k_d²N_s)]Γ² + O(Γ³).

Division by Γ² gives K₂. Pair correlations change the coefficient of the low-flux law but leave its order equal to two. ∎

This limit was tested by solving for the stationary probabilities of all 512 occupation states of a 3 × 3 periodic lattice, with ε = 0.2 and x = 10⁻⁵. The loss per site divided by k_dx² was 5.7826. The pair formula, with the Fourier integral replaced by the nine-term average for that lattice, gave 5.7831. The elliptic form was tested separately by solving diffusion toward one absorbing site on a 41 × 41 periodic lattice. At ε = 0.05 both routes gave c = 0.58134.

**Remark: many hops before desorption**

For ε ≪ 1, the elliptic integral is dominated by small angles. Let κ² = 1 − m ≈ 2ε, and split the integral at an angle δ with κ ≪ δ ≪ 1. After exchange of sine and cosine, the inner part is

∫₀^δ du/√(κ² + u²) ≈ ln(2δ/κ).

The outer part is

∫_δ^(π/2) du/sin u = −ln tan(δ/2) ≈ ln(2/δ).

Their sum is ln(4/κ) = ½ ln(8/ε). Hence

c ≈ π/ln(8/ε). (9)

Fast diffusion depletes close pairs, but c falls only logarithmically. The recombination strength b = 2c/ε still grows as hopping becomes faster.

**Remark: an encounter that does not always react**

Let a reactive hop succeed with probability P, and let a failed hop leave both atoms in place. In (6), the value used for a hop to zero separation becomes h(0) = (1 − P)h(1). Write h = 1 − αw. Since w(1) = 1 − c, this condition is

1 − α = (1 − P)[1 − α(1 − c)].

Collecting α gives α = P/(P + c − Pc). Consequently,

h(1) = 1 − α(1 − c) = c/(P + c − Pc).

The reaction rate contains Ph(1), so c in K₂ is replaced by

c_P = Pc/(P + c − Pc), or 1/c_P = 1/c + 1/P − 1.

The low-flux loss remains second order. When P ≪ c, the reaction step limits it and c_P ≈ P.

**Lemma 4: balance with a constant pair factor**

At finite coverage, equations for pairs involve triples, and the hierarchy does not close. We now assume

q = cθ², (10)

with the low-flux value of c. This is the closure used in part (b). Dividing (2) by k_d gives

x(1 − θ) = θ + bθ². (11)

Rearrangement gives bθ² + (1 + x)θ − x = 0. Its positive root is

θ = [−(1 + x) + R]/(2b), R = √[(1 + x)² + 4bx].

Multiplying numerator and denominator by R + 1 + x, and using R² − (1 + x)² = 4bx, gives

θ = 2x/(1 + x + R). (12)

From (1), L = N_sk_dbθ², while Γ = N_sk_dx/s₀. Therefore

γ/s₀ = bθ²/x = 4bx/(1 + x + R)². (13)

Set S = R/(1 + x). Then 4bx/(1 + x)² = S² − 1, so

γ/s₀ = (S² − 1)/(S + 1)² = (S − 1)/(S + 1). ∎

The closure was tested against random event sequences on a 64 × 64 periodic lattice with ε = 0.05. At x = 0.02, the simulation gave γ/s₀ = 0.2634 and the formula 0.2509. At x = 0.2, the values were 0.6099 and 0.5772. The simulated values carry a statistical uncertainty of about ±0.002. Relative to them, the formula is low by about 5% at these two points. The shortfall grows with flux, to about 6% at x = 1 and 10% at x = 5, and near saturation a constant c fails. Ignoring pair depletion altogether, with c = 1, gives 0.3375 at x = 0.02, about 28% above the simulation.

## Part 2. The order of the loss and its limits

The incident flux is Γ, the site density N_s, and the sticking probability on an empty site s₀. An adatom desorbs at rate k_d and attempts hops at total rate ν_h. The dimensionless quantities are x = s₀Γ/(k_dN_s), ε = k_d/ν_h and b = 2c/ε, where c accounts for depletion of neighbouring pairs. The coverage is θ, the molecular loss is L, and γ = L/Γ. Part 1 established the exact low-flux limit L/Γ² → K₂ = 2cν_hs₀²/(k_d²N_s). With c held constant, it also gave

x(1 − θ) = θ + bθ²,

γ/s₀ = (S − 1)/(S + 1), S = √[1 + 4bx/(1 + x)²]. (14)

We again write R = (1 + x)S = √[(1 + x)² + 4bx].

**Lemma 5: the local order**

Since L = γΓ and x is proportional to Γ, with the surface rates held fixed,

p = 1 + d ln γ/d ln x.

Let U = S² − 1 = 4bx/(1 + x)². From (14),

d ln γ/dS = 1/(S − 1) − 1/(S + 1) = 2/(S² − 1) = 2/U.

Because S² = 1 + U, we have dS/d ln U = U/(2S). Multiplication gives

d ln γ/d ln U = 1/S.

The definition of U also gives

d ln U/d ln x = 1 − 2x/(1 + x) = (1 − x)/(1 + x).

The chain rule now yields

p = 1 + (1 − x)/[(1 + x)S] = 1 + (1 − x)/R. (15)

This completes part (b) of the theorem. ∎

We have shown that the lattice model's loss is second order in the limit of low flux, and have derived the loss probability and its local order at finite coverage under the constant-c closure. It remains to find where the order is close to two or to one, to add strongly binding sites, and to apply the results to oxygen atoms at a wall.
